\section*{Debye–Langevin polarizability from classical orientation and from the quantum rigid rotor}

\section{A dipole with six directions}

Let a permanent dipole of magnitude $\mu$ point along one of the six directions $\pm x,\pm y,\pm z$, all equal in energy without a field. A field $F$ along $+z$ gives the direction $+z$ the energy $-\mu F$, the direction $-z$ the energy $+\mu F$, and the other four the energy zero. With $x=\mu F/kT$, where $k$ is Boltzmann's constant and $T$ the temperature, the mean cosine of the angle $\theta$ between dipole and field is
\begin{equation}
\langle\cos\theta\rangle=\frac{e^{x}-e^{-x}}{e^{x}+e^{-x}+4}
=\frac{2x+O(x^3)}{6+O(x^2)}=\frac{x}{3}+O(x^3).
\end{equation}
The mean dipole is therefore $\mu^2F/(3kT)$ in a weak field. One factor $\mu$ comes from the energy that favours alignment, the other from the dipole being averaged. The factor $1/3$ is the field-free mean of $\cos^2\theta$, here $2/6$. Continuous directions have the same mean, and so the same weak-field law.

\section{Assumptions and theorem}

Consider independent, polar, linear, closed-shell molecules in a uniform static field of magnitude $F$ along $z$. The dipole $\mu$ lies along the molecular axis. The electronic polarizability is $a_\parallel$ along the axis and $a_\perp$ across it; write $\Delta=a_\parallel-a_\perp$. These quantities are fixed: vibrational excitation, centrifugal distortion and local-field corrections are left out. Hyperfine coupling is neglected, so nuclear spin multiplies every rotational weight by the same factor, which cancels. The algebra uses atomic units ($\hbar=e=m_e=4\pi\varepsilon_0=1$). The polarizability $\alpha$ is defined by
\begin{equation}
\langle p_z\rangle=\alpha F+O(F^3),
\end{equation}
where $p_z$ is the dipole component along the field.

\paragraph{Theorem.} Let $a=(a_\parallel+2a_\perp)/3$.

(i) If rotation is classical,
\begin{equation}
\alpha_{\rm cl}=a+\frac{\mu^2}{3kT}. \label{eq:classical}
\end{equation}

(ii) If the molecule is a quantum rigid rotor with levels $E_J=BJ(J+1)$, $J=0,1,2,\dots$, each with $2J+1$ states $M=-J,\dots,J$, then
\begin{equation}
\alpha_{\rm qu}=a+\frac{\mu^2}{3BZ},\qquad
Z=\sum_{J=0}^{\infty}(2J+1)e^{-E_J/kT}. \label{eq:quantum}
\end{equation}
The second-order energy shifts due to $\mu$, summed over $M$, vanish for every $J\ge1$; the whole dipole term comes from $J=0$.

(iii) For $kT\gg B$,
\begin{equation}
\frac{\mu^2}{3BZ}=\frac{\mu^2}{3kT}
\left[1-\frac{B}{3kT}+O\!\left(\frac{B^2}{(kT)^2}\right)\right]. \label{eq:limit}
\end{equation}

The statement about $J=0$ concerns the permanent dipole alone. Every $J$ contributes to $a$, and single states with $J\ge1$ in general do shift; only their sum over $M$ is fixed at zero.

\section{Proof of the classical part}

The field has components $F\cos\theta$ along the axis and $F\sin\theta$ across it. Raising the field from zero at fixed orientation changes the energy by $dU=-p_z\,dF$. The induced dipole grows in proportion to the field, which produces a factor $1/2$:
\begin{align}
U&=-\mu F\cos\theta-\tfrac12F^2(a_\parallel\cos^2\theta+a_\perp\sin^2\theta)\nonumber\\
&=-\mu F\cos\theta-\tfrac12F^2(a_\perp+\Delta\cos^2\theta),\\
p_z&=-\frac{\partial U}{\partial F}=\mu\cos\theta+F(a_\perp+\Delta\cos^2\theta).
\end{align}

With moment of inertia $I$, the kinetic energy is $p_\theta^2/2I+p_\phi^2/(2I\sin^2\theta)$. The Boltzmann factor is Gaussian in both momenta, and its integral over them is
\begin{equation}
\sqrt{2\pi IkT}\;\sqrt{2\pi IkT\sin^2\theta}=2\pi IkT\sin\theta .
\end{equation}
Orientations thus carry the weight $\sin\theta\,e^{-U/kT}d\theta\,d\phi$. Without a field, $u=\cos\theta$ is uniform on $[-1,1]$, so
\begin{equation}
\langle u\rangle_0=0,\qquad \langle u^2\rangle_0=\frac12\int_{-1}^{1}u^2\,du=\frac13 .
\end{equation}
To first order, $e^{-U/kT}=1+\mu Fu/kT$. The normalizing denominator is $1+O(F^2)$ because $\langle u\rangle_0=0$. Hence
\begin{align}
\langle p_z\rangle&=\left\langle\bigl[\mu u+F(a_\perp+\Delta u^2)\bigr]
\left(1+\frac{\mu Fu}{kT}\right)\right\rangle_0+\dots\nonumber\\
&=F\left(a_\perp+\frac{\Delta}{3}\right)+\frac{\mu^2F}{3kT}+O(F^3).
\end{align}
There is no $F^2$ term, since reversing $F$ and $u$ together reverses $p_z$. As $a_\perp+\Delta/3=a$, this is \eqref{eq:classical}. $\square$

The expansion needs $\mu F\ll kT$ and $|\Delta|F^2\ll kT$. For a permanent dipole alone at $\mu F=kT$, quadrature gives $\langle\cos\theta\rangle=0.313$, while the linear law gives $0.333$, about 6.5\% above the true value. Heating weakens the orientation term because thermal motion opposes alignment; in this model it leaves $a$ unchanged.

\section{Three lemmas for the quantum rotor}

The Hamiltonian is
\begin{equation}
H=BL^2-\mu F\cos\theta-\tfrac12F^2(a_\perp+\Delta\cos^2\theta),
\end{equation}
where $L$ is the rotational angular momentum. The field-free states are the spherical harmonics $Y_{JM}$.

\paragraph{Lemma 1.} Multiplication by $\cos\theta$ connects $Y_{JM}$ only to states with the same $M$ and with $J\pm1$.

\emph{Proof.} The function $h=r^JY_{JM}$ is a homogeneous polynomial of degree $J$ with $\nabla^2h=0$. Let $g=\partial_zh$, which also obeys $\nabla^2g=0$ and has degree $J-1$ (for $J=0$, $g=0$). The product rule gives
\begin{align}
\nabla^2(zh)&=2\,\partial_zh=2g,\\
\nabla^2(r^2g)&=6g+4\,\mathbf r\cdot\nabla g=6g+4(J-1)g=2(2J+1)g,
\end{align}
where $\mathbf r\cdot\nabla g=(J-1)g$ because $g$ is homogeneous. Therefore $w=zh-r^2g/(2J+1)$ satisfies $\nabla^2w=2g-2g=0$ and has degree $J+1$. On the unit sphere
\begin{equation}
\cos\theta\,Y_{JM}=w+\frac{g}{2J+1},
\end{equation}
a sum of harmonics of degrees $J+1$ and $J-1$. None of the operations used changes the factor $e^{iM\phi}$. $\square$

\paragraph{Lemma 2.} The strengths summed over $M$ are
\begin{equation}
S_J\equiv\sum_M|\langle J+1,M|\cos\theta|J,M\rangle|^2=\frac{J+1}{3}.
\end{equation}

\emph{Proof.} A rotation mixes the $2J+1$ functions of one $J$ by a unitary matrix, so $\sum_M|Y_{JM}|^2$ is the same in all directions. Its integral over the sphere is $2J+1$, so its value is $(2J+1)/4\pi$. Since $\cos^2\theta$ integrates to $4\pi/3$,
\begin{equation}
\sum_M\langle JM|\cos^2\theta|JM\rangle=\frac{2J+1}{3}. \label{eq:cos2}
\end{equation}
Now insert a complete set of states between the two factors $\cos\theta$. By Lemma 1, only $J+1$ and $J-1$ appear. The upward terms sum to $S_J$. The downward terms are the strengths between $J-1$ and $J$ read in reverse, and sum to $S_{J-1}$. Thus
\begin{equation}
S_J+S_{J-1}=\frac{2J+1}{3},\qquad S_{-1}=0 .
\end{equation}
This gives $S_0=1/3$, and if $S_{J-1}=J/3$, then $S_J=(2J+1-J)/3=(J+1)/3$. $\square$

\paragraph{Lemma 3.} Through order $F^2$, the energy shifts of level $J$ summed over $M$ are
\begin{equation}
\sum_M\delta E_{JM}=-\tfrac12aF^2(2J+1)-\frac{\mu^2F^2}{6B}\,\delta_{J0}. \label{eq:sumshift}
\end{equation}

\emph{Proof.} The field conserves $M$, and for fixed $M$ the levels are nondegenerate, so ordinary perturbation theory applies. The dipole term has no diagonal element and first acts in second order. Its denominators are
\begin{equation}
E_J-E_{J-1}=2BJ,\qquad E_J-E_{J+1}=-2B(J+1).
\end{equation}
For $J\ge1$ the sum over $M$ is
\begin{equation}
\mu^2F^2\left[\frac{S_{J-1}}{2BJ}-\frac{S_J}{2B(J+1)}\right]
=\mu^2F^2\left[\frac1{6B}-\frac1{6B}\right]=0 .
\end{equation}
For $J=0$ there is no lower level, and $-\mu^2F^2/(6B)$ remains. The induced term is already of order $F^2$, so its first-order shift suffices. By \eqref{eq:cos2} it sums to
\begin{equation}
-\tfrac12F^2\left[(2J+1)a_\perp+\frac{2J+1}{3}\Delta\right]=-\tfrac12aF^2(2J+1).\qquad\square
\end{equation}

\paragraph{The level $J=1$.} Here the cancellation can be followed state by state. For $M=0$, $|Y_{10}|^2=3u^2/4\pi$ gives $\langle\cos^2\theta\rangle=\frac32\int_{-1}^1u^4du=3/5$. The downward strength is $S_0=1/3$, so the upward one is $3/5-1/3=4/15$. For $M=\pm1$, $|Y_{1,\pm1}|^2=3(1-u^2)/8\pi$ gives $\langle\cos^2\theta\rangle=\frac34\int_{-1}^1(1-u^2)u^2du=1/5$, all of it upward. In units of $\mu^2F^2/B$ the dipole shifts are
\begin{equation}
M=0:\ \frac{1/3}{2}-\frac{4/15}{4}=\frac1{10},\qquad
M=\pm1:\ -\frac{1/5}{4}=-\frac1{20}.
\end{equation}
One state rises by as much as the other two together fall. Diagonalization in a weak field gives $0.10000$ and $-0.05000$.

\section{Proof of the quantum part}

The dipole operator along the field is $-\partial H/\partial F$. Let $Z(F)$ be the trace of $e^{-H/kT}$. Differentiating under the trace, where cyclic order removes any difficulty with non-commuting factors, gives
\begin{equation}
\langle p_z\rangle=kT\,\frac{\partial\ln Z(F)}{\partial F}.
\end{equation}
Inversion of space turns $F$ into $-F$, so $Z(F)$ is even in $F$. Expanding the Boltzmann factors and using \eqref{eq:sumshift},
\begin{align}
Z(F)&=Z-\frac1{kT}\sum_Je^{-E_J/kT}\sum_M\delta E_{JM}+O(F^4)\nonumber\\
&=Z+\frac{F^2}{kT}\left[\frac{aZ}{2}+\frac{\mu^2}{6B}\right]+O(F^4),\\
\ln Z(F)&=\ln Z+\frac{F^2}{kT}\left[\frac a2+\frac{\mu^2}{6BZ}\right]+O(F^4).
\end{align}
Multiplying by $kT$ and differentiating gives \eqref{eq:quantum}. $\square$

A shift $-\frac12\alpha_0F^2$ belongs to a polarizability $\alpha_0$, so the dipole polarizability of $J=0$ is $\alpha_0=\mu^2/(3B)$. The thermal dipole term is $\alpha_0$ times the population $1/Z$ of that state. Changes of population caused by the field are of order $F^2$ and multiply state dipoles of order $F$, so they enter $\langle p_z\rangle$ only at order $F^3$. At linear order, the orientation comes from the mixing of rotational states by the field.

\paragraph{Remark on the cancellation.} The same sum can be grouped by pairs of neighbouring levels. With $P_J=e^{-E_J/kT}/Z$, the population of one state of level $J$, the pair $(J,J+1)$ contributes $2\mu^2S_J(P_J-P_{J+1})/[2B(J+1)]$ to $\alpha$. Hence
\begin{equation}
\frac{\mu^2}{3B}\sum_{J=0}^\infty(P_J-P_{J+1})=\frac{\mu^2}{3B}P_0=\frac{\mu^2}{3BZ}.
\end{equation}
Every pair takes part; the sum collapses to its first term. The collapse relies on equal populations of the $M$ states at zero field and on spacings proportional to $J+1$. Centrifugal distortion changes the spacings and spoils the exact cancellation.

\section{Proof of the high-temperature limit}

Put $b=B/kT$. Since $J(J+1)=(J+\frac12)^2-\frac14$,
\begin{equation}
Z=e^{b/4}\sum_{J=0}^\infty q(J+\tfrac12),\qquad q(y)=2y\,e^{-by^2}.
\end{equation}
Taylor expansion about the midpoint of each unit interval gives
\begin{equation}
\int_J^{J+1}q\,dy=q(J+\tfrac12)+\tfrac1{24}q''(J+\tfrac12)+\dots
\end{equation}
Summing over $J$, and replacing the sum of $q''$ by its integral $-q'(0)=-2$,
\begin{equation}
\sum_Jq(J+\tfrac12)=\int_0^\infty q\,dy+\frac{2}{24}+O(b)=\frac1b+\frac1{12}+O(b).
\end{equation}
The neglected terms start with fourth derivatives. These are of size $b^{3/2}$ over a range of length about $b^{-1/2}$, and so add up to order $b$. Therefore
\begin{equation}
Z=\left(1+\frac b4+\dots\right)\left(\frac1b+\frac1{12}+\dots\right)=\frac{kT}{B}+\frac13+O(b).
\end{equation}
Then $1/(BZ)=(1/kT)[1+b/3+O(b^2)]^{-1}$, which gives \eqref{eq:limit}. $\square$

The constant $B$ drops out of the leading term because the large polarizability $\mu^2/(3B)$ is weighted by the small population $B/kT$. In the opposite limit $kT\ll B$, $Z\to1$ and the dipole term saturates at $\mu^2/(3B)$, whereas the classical term diverges as $1/T$.

\section{How weak must the field be?}

The second-order shift of a single level is reliable when $\mu F$ is small compared with the spacings to its neighbours. At high temperature the thermal response is less demanding. For the dipole alone, classical integration gives $Z(F)/Z=\frac12\int_{-1}^1e^{xu}du=\sinh x/x$ with $x=\mu F/kT$, and
\begin{equation}
\ln\frac{\sinh x}{x}=\frac{x^2}{6}-\frac{x^4}{180}+\dots
=\frac{x^2}{6}\left(1-\frac{x^2}{30}+\dots\right).
\end{equation}
The parameter is $\mu F/kT$; $B$ does not appear. Diagonalization for the model molecule of the worked example below ($B=0.001$ eV) at $T=1000$ K with $\mu F=5B$ and $x=0.058$ shows the contrast. For that molecule the field is $0.02$ V/\AA, or 2000 kV/cm, far above the breakdown field of a gas at ordinary pressure (about 30 kV/cm for air), so the case illustrates the model rather than a bulk measurement. The ground-state shift is only $0.57$ of its second-order value, yet the free-energy response $2kT[\ln Z(F)-\ln Z]/F^2$ is $0.99989$ of the weak-field value $\mu^2/(3BZ)$. The shortfall matches the classical correction $x^2/30=1.1\times10^{-4}$. For $\langle p_z\rangle/F$, which comes from the derivative $x/3-x^3/45$ of the series above, the classical correction is $x^2/15$, twice as large and still small.

\section{Worked example}

Take a model molecule with $\mu=0.25\ e\,$\AA, $B=0.001$ eV, $a_\parallel=3.0$ \AA$^3$ and $a_\perp=2.4$ \AA$^3$, so that $a=(3.0+4.8)/3=2.6$ \AA$^3$. With energies in eV and polarizabilities as volumes, $\mu^2$ is multiplied by $e^2/4\pi\varepsilon_0=14.39965$ eV\,\AA. At 300 K, $kT=0.025852$ eV, and the classical dipole term is
\begin{equation}
\frac{14.39965\times0.25^2}{3\times0.025852}=11.604\ \text{\AA}^3 .
\end{equation}
For the quantum rotor, $Z=26.1879$, close to $kT/B+1/3=26.1853$. The state $J=0$ holds $3.8\%$ of the molecules, and
\begin{equation}
\alpha_0=\frac{14.39965\times0.25^2}{3\times0.001}=299.99\ \text{\AA}^3,\qquad
\frac{\alpha_0}{Z}=11.455\ \text{\AA}^3 .
\end{equation}
The quantum dipole term is $1.3\%$ below the classical one, as $B/(3kT)=0.013$ predicts. Adding $a$ gives totals of $14.204$ \AA$^3$ (classical, $95.85$ atomic units) and $14.055$ \AA$^3$ (quantum, $94.85$ atomic units). In a field of $0.001$ V/\AA\ (100 kV/cm, already above the breakdown field of air at ordinary pressure), $\mu F/kT=0.0097$ and the classical mean cosine is $0.0032$: a slight alignment provides most of the polarizability.

The totals at other temperatures, in \AA$^3$, are:
\begin{center}
\begin{tabular}{rrr}
$T$ (K) & classical & quantum\\
10 & 350.7 & 233.5\\
30 & 118.6 & 104.4\\
100 & 37.4 & 36.1\\
1000 & 6.08 & 6.07
\end{tabular}
\end{center}
At 10 K, $kT$ is slightly below $B$ and the classical formula fails badly. The numerical check recovers the quantum values from the field dependence of the diagonalized levels. As $B/kT\to0$, a plot of $\alpha$ against $1/T$ approaches a straight line with intercept $a$ and slope $\mu^2/3k$, so within this model the temperature dependence separates $a$ from the permanent dipole. The extrapolation needs care. By \eqref{eq:limit} the curve carries the term $-\mu^2B/[9(kT)^2]$, and a line drawn through two temperatures $T_1$ and $T_2$ has its intercept raised by about $\mu^2B/(9k^2T_1T_2)$. Through the quantum values at 100 K and 300 K the slope is 5\% low and the intercept is $3.04$ \AA$^3$ instead of $2.6$ \AA$^3$. The curvature term should therefore be kept in the fit unless it is small compared with $a$.

\section*{Table of computed values}
\begin{verbatim}
dipole mu = 0.25 e*angstrom, B = 0.001 eV
a_par = 3.0, a_perp = 2.4, mean a = 2.600 angstrom^3
e^2/(4 pi eps0) = 14.39965 eV*angstrom
Strengths summed over M, J -> J+1 (dimensionless):
  J = 0: 0.333333
  J = 1: 0.666667
  J = 2: 1.000000
  J = 3: 1.333333
Second-order dipole shifts in units of mu^2 F^2/B:
  J=0: -0.16667
  J=1, M=0: 0.10000; J=1, M=+1 or -1: -0.05000
  sum over M for J=1: 9.7e-07 (magnitude)
  sum over M for J=2: 3.5e-08 (magnitude)
  sum over M for J=3: 5.3e-09 (magnitude)
Total alpha in angstrom^3 (classical, quantum, diagonalization):
  T=10 K, kT=0.000862 eV: 350.727, 233.489, 233.489
  T=30 K, kT=0.002585 eV: 118.642, 104.415, 104.415
  T=100 K, kT=0.008617 eV: 37.413, 36.087, 36.087
  T=300 K, kT=0.025852 eV: 14.204, 14.055, 14.055
  T=1000 K, kT=0.086173 eV: 6.081, 6.068, 6.068
At 300 K:
  kT = 0.025852 eV, kT/B = 25.8520, Z = 26.1879
  kT/B + 1/3 = 26.1853
  population of J=0 = 0.03819
  dipole polarizability of J=0 = 299.99 angstrom^3
  dipole part, quantum = 11.455 angstrom^3
  dipole part, classical = 11.604 angstrom^3
  quantum/classical dipole part = 0.98717
  1 - B/(3kT) = 0.98711
  total classical = 14.204 angstrom^3 = 95.85 atomic units
  total quantum = 14.055 angstrom^3 = 94.85 atomic units
  field 0.001 V/angstrom: mu F/kT = 0.00967, mean cos(theta) = 0.00322
Permanent dipole only, mu F/kT = 1: mean cos(theta) = 0.3130, linear law 0.3333
Strong field 0.020 V/angstrom, mu F/B = 5.0, T = 1000 K, mu F/kT = 0.0580:
  ground-state shift / second-order value = 0.5677
  thermal response / weak-field formula = 0.99989
\end{verbatim}
